# Surface-diffusion instability of an axially stressed cylinder

**Q.** A cylinder held together by surface energy is unstable to axisymmetric ripples with $kR<1$. You claim that axial stress widens this band. I doubt it: elasticity is stiff, and a surface ripple hardly disturbs the bulk. What is your model?

**A.** A long solid cylinder of radius $R$ is elastically isotropic, with shear modulus $\mu$, Poisson ratio $\nu$ ($0\le\nu\le1/2$) and Young modulus $E=2\mu(1+\nu)$. Its surface energy $\gamma$ is isotropic. Its length is fixed, it carries a uniform axial stress $\sigma_0$, and its side is traction-free. Matter moves by surface diffusion alone, slowly enough for elastic equilibrium to hold throughout. The surface is

$$r=h(z,t)=R+\eta,\qquad \eta=\delta\,e^{st}\cos kz ,$$

and I work to first order in $\delta$. Only axisymmetric ripples are treated, so "band" and "fastest" below refer to that family. Surface stress is left out.

**Q.** What drives the atoms? Why should elastic energy enter with a plus sign?

**A.** Add a thin layer of volume $dV$ to the surface. The surface energy rises by $\gamma\kappa\,dV$, where $\kappa$ is the sum of the principal curvatures, positive for a cylinder. The elastic energy changes in two ways. The new material carries the local energy density $W$, which costs $W\,dV$. The displacement field also readjusts, but with fixed ends and a free side the energy is stationary against that, so it adds nothing at first order. With atomic volume $\Omega$, the chemical potential is therefore

$$M=\Omega(\gamma\kappa+W)$$

up to a constant. The surface flux is $-(D_sN_s/k_BT)\nabla_sM$, with $N_s=\Omega^{-2/3}$ atoms per area. Its convergence times $\Omega$ is the normal velocity:

$$v_n=B\,\nabla_s^2\!\left(\kappa+\frac W\gamma\right),\qquad B=\frac{D_s\gamma\,\Omega^{4/3}}{k_BT}.$$

Since $\partial_th=v_n\sqrt{1+h'^2}$, and $\nabla_s^2f=(h\sqrt{1+h'^2})^{-1}\partial_z[h(1+h'^2)^{-1/2}\partial_zf]$ on a surface of revolution,

$$\partial_th=\frac Bh\,\partial_z\!\left[\frac{h}{\sqrt{1+h'^2}}\,\partial_z\!\left(\kappa+\frac W\gamma\right)\right].$$

The straight cylinder has uniform $\kappa$ and $W$, so to first order $\partial_t\eta=B\,\partial_z^2(\kappa_1+W_1/\gamma)$. From

$$\kappa=\frac1{h\sqrt{1+h'^2}}-\frac{h''}{(1+h'^2)^{3/2}}$$

follows $\kappa_1=-\eta/R^2-\eta''=(k^2-1/R^2)\eta$. Without stress this gives $s=Bk^2(1/R^2-k^2)$, the capillary band $kR<1$.

**Q.** Now $W_1$. Could stress not raise the energy at the crests and so flatten them?

**A.** The sign follows before any detailed solution. The normal is proportional to $(1,-h')$ in $(r,z)$. Zero traction means $\sigma_{rr}-\sigma_{rz}h'=0$ and $\sigma_{rz}-\sigma_{zz}h'=0$. To first order, at $r=R$,

$$\sigma_{rr}=0,\qquad \sigma_{rz}=\sigma_0\eta'=-\sigma_0k\delta\sin kz .$$

(The growth factor is absorbed in $\delta$.) The base stress is uniform, so moving the conditions from $h$ to $R$ adds no term. The correction field thus responds to an axial shear load. Write its surface displacement as $u_z=-V\sin kz$. The load's work, integrated over a period, is twice the elastic energy of the correction field, which is positive; hence $\sigma_0\delta V>0$.

The energy density changes by $W_1=\sigma_0\varepsilon_{zz}$, because the base stress has only a $zz$ component. With $\varepsilon_{zz}=-kV\cos kz$, $W_1$ is opposite in sign to $\eta$. Crests relax, troughs concentrate strain, and atoms are driven from trough to crest. The sign of $\sigma_0$ does not matter.

**Q.** That gives a direction, not a size. Solve the elastic problem.

**A.** Displacements must satisfy $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$. Let $x=kr$, let $I_0,I_1$ be modified Bessel functions of $x$, and put $c=1-\nu$. I take

$$2\mu u_r=[AI_1+CxI_0]\cos kz,$$
$$2\mu u_z=-[AI_0+C(4cI_0+xI_1)]\sin kz .$$

The $A$ part is the gradient of the harmonic function $I_0\cos kz/k$, so it has zero divergence and zero Laplacian. For the $C$ part, use $I_0'=I_1$ and $(xI_1)'=xI_0$. With $C=1$ its divergence is

$$k[2I_0+xI_1-4cI_0-xI_1]\cos kz=-2(1-2\nu)kI_0\cos kz,$$

and its vector Laplacian is $2k^2(I_1\cos kz,\,-I_0\sin kz)$. The gradient of the divergence is $-2(1-2\nu)k^2(I_1\cos kz,\,-I_0\sin kz)$, so the equation holds. Both parts are regular on the axis.

Hooke's law adds $\nu/(1-2\nu)$ times the divergence of $2\mu\mathbf u$ to each normal stress, that is, $-2\nu CkI_0\cos kz$. Hence

$$\sigma_{rr}=k\left[A\left(I_0-\frac{I_1}{x}\right)+C\big((1-2\nu)I_0+xI_1\big)\right]\cos kz,$$
$$\sigma_{rz}=-k\,[AI_1+C(xI_0+2cI_1)]\sin kz .$$

Set $X=kR$ and $\rho=XI_0(X)/I_1(X)$. Since $1-2\nu=2c-1$, the two surface conditions become

$$A(\rho-1)+C[(2c-1)\rho+X^2]=0,\qquad A+C(\rho+2c)=\frac{\sigma_0\delta}{I_1}.$$

Eliminating $A$ gives the factor $(\rho+2c)(\rho-1)-(2c-1)\rho-X^2=\rho^2-X^2-2c\equiv D$, so

$$C=\frac{\sigma_0\delta(\rho-1)}{I_1D},\qquad A=-\frac{\sigma_0\delta[(2c-1)\rho+X^2]}{I_1D}.$$

At the surface $kI_0=I_1\rho/R$ and $kXI_1=I_1X^2/R$, hence

$$2\mu\varepsilon_{zz}=-\frac{I_1}{R}[A\rho+C(4c\rho+X^2)]\cos kz .$$

Inserting $A$ and $C$ leaves the numerator

$$(\rho-1)(4c\rho+X^2)-(2c-1)\rho^2-X^2\rho=(2c+1)\rho^2-4c\rho-X^2=D+2c(\rho-1)^2 .$$

Therefore

$$W_1=-\frac{\sigma_0^2}{2\mu R}F(X)\,\eta,\qquad F=1+\frac{2(1-\nu)(\rho-1)^2}{\rho^2-X^2-2(1-\nu)} .$$

**Q.** And the growth rate?

**A.** Put $\kappa_1$ and $W_1$ into $\partial_t\eta=B\partial_z^2(\kappa_1+W_1/\gamma)$, where $\partial_z^2\to-k^2$:

$$s=\frac{B}{R^4}X^2\left[1-X^2+\Lambda F(X)\right],\qquad \Lambda=\frac{\sigma_0^2R}{2\mu\gamma}.$$

The dimensionless number $\Lambda$ compares elastic with surface energy.

The energy gives the same bracket. At fixed volume the mean radius falls to $R-\delta^2/4R$, so the area per length changes by

$$2\pi\left[-\frac{\delta^2}{4R}+\frac{Rk^2\delta^2}{4}\right]=\frac{\pi\delta^2}{2R}(X^2-1).$$

The elastic energy per length obeys $dU/d\delta=2\pi R\langle W_1\cos kz\rangle=-\pi\sigma_0^2F\delta/2\mu$; the uniform part of $W$ drops out at fixed volume. Integrating over $\delta$ and adding the surface part,

$$\Delta\mathcal E=\frac{\pi\gamma\delta^2}{2R}\left[X^2-1-\Lambda F\right].$$

The rod is unstable where rippling lowers its energy.

**Q.** Your denominator $D$ might vanish or change sign. How do you know that $F$ is positive at every wavelength?

**A.** Let $P=\rho^2-X^2$, so $D=P-2c$. Differentiating $\ln\rho=\ln X+\ln I_0-\ln I_1$, with $I_1'=I_0-I_1/X$, gives $X\rho'/\rho=2+X^2/\rho-\rho$. Hence

$$X\rho'=2\rho-P,\qquad XP'=2\rho X\rho'-2X^2=2[\rho^2-(\rho-1)P].$$

Also $\rho>2$: in powers of $X$, each coefficient of $XI_0$ is $m+1$ times that of $2I_1$, with $m=0,1,2,\dots$

Compare $P$ with $b=\rho^2/(\rho-1)=4+(\rho-2)^2/(\rho-1)$. For small $X$, $\rho=2+X^2/4-X^4/96+\dots$, so $P\approx4+X^4/48$ starts below $b\approx4+X^4/16$. Suppose they first meet at some $X$. There $XP'=0$ and $X\rho'=2\rho-b=\rho(\rho-2)/(\rho-1)>0$, while $db/d\rho=\rho(\rho-2)/(\rho-1)^2>0$. So $b$ is rising and $P$ is not: the gap $b-P$ is growing, which cannot happen where it first closes. They never meet, $P<b$, and thus $P'>0$. So $P>4$ and $D>4-2c=2(1+\nu)>0$. It follows that $F>1$ for all $X>0$.

**Q.** Then every $X\le1$ is unstable, and somewhat more. But could there be several separate bands?

**A.** No. Instability means $(1+\Lambda F)/X^2>1$, and I can show that $F/X^2$ decreases, i.e. $XF'<2F$. Write $F=1+2cQ$ with $Q=(\rho-1)^2/D$. Then $XF'-2F=-2+2c(XQ'-2Q)$. Since $P'>0$, dropping the negative term from $D'$ gives

$$XQ'-2Q<2Q\left[\frac{2\rho-P}{\rho-1}-1\right]=\frac{2(\rho-1)(\rho+1-P)}{D}.$$

It is enough that $2c(\rho-1)(\rho+1-P)\le P-2c$. This is clear if $\rho+1\le P$. Otherwise the hardest case is $c=1$, where it reads $P\ge q$ with $q=2\rho^2/(2\rho-1)$.

At $X\to0$, $P=4$ exceeds $q=8/3$. At a first meeting $P=q$ we would have $XP'=q$ and $X\rho'=2\rho(\rho-1)/(2\rho-1)$. With $dq/d\rho=4\rho(\rho-1)/(2\rho-1)^2$,

$$Xq'=q\left[\frac{2(\rho-1)}{2\rho-1}\right]^2<q .$$

The gap $P-q$ would be growing where it first closes, again a contradiction. So $(1+\Lambda F)/X^2$ falls steadily. It is infinite at $X=0$ and tends to zero at large $X$, where $F$ grows only linearly, as shown next. It equals 1 once, at

$$X_c^2=1+\Lambda F(X_c)>1+\Lambda .$$

For $\sigma_0\neq0$ the unstable band is $0<kR<X_c$, with $X_c>1$.

**Q.** Do the two ends of the wavelength scale make sense?

**A.** For long waves $\rho\to2$ and $D\to2(1+\nu)$, so $F\to2/(1+\nu)$. Elementary mechanics agrees. A slowly varying rod carries the same force everywhere, so $\sigma\propto h^{-2}$ and $\sigma_1=-2\sigma_0\eta/R$. Then $W=\sigma^2/2E$ gives $W_1=-2\sigma_0^2\eta/(ER)$, which is the formula with $F=2/(1+\nu)$.

For short waves $I_0/I_1=1+1/(2X)+\dots$, so $\rho\approx X+\tfrac12$, $D\approx X$ and $F\approx2(1-\nu)X$. For $\Lambda\gg1$ the cutoff is then $X_c\approx2(1-\nu)\Lambda$, or

$$k_c\approx\frac{(1-\nu)\sigma_0^2}{\mu\gamma}.$$

The radius has dropped out: the ripple sees a flat stressed surface. For $\nu=0.3$ and $\Lambda=5$ this estimate gives 7.0, against 7.19 from the full condition. For $\Lambda\ll1$, instead, $X_c\approx1+\Lambda F(1)/2$.

**Q.** Is the effect of any size in a real wire?

**A.** Take a rhenium nanowire clamped in tension, with rough inputs: $R=50$ nm, $\sigma_0=3$ GPa, $E=400$ GPa, $\nu=0.3$, $\gamma=3$ J/m², $T=1500$ K. Then $\mu=153.8$ GPa, the strain is 0.75 %, and

$$\Lambda=\frac{(3\times10^9)^2(50\times10^{-9})}{2(153.8\times10^9)(3)}=0.4875 .$$

The cutoff condition gives $X_c=1.429$, where $F=2.137$; indeed $1+0.4875\times2.137=2.042=1.429^2$. The weak-stress estimate, with $F(1)=1.822$, gives 1.444, about 1 % above this. The shortest unstable wavelength $2\pi R/X_c$ falls from 314 to 220 nm. The fastest-growing axisymmetric wave moves from $X=0.707$ to $1.01$, or from 444 to 311 nm. It now lies about at the edge of the capillary band.

For times, take a surface diffusivity with prefactor $10^{-3}$ cm²/s and activation energy 1.8 eV. With $k_BT=0.1293$ eV, $D_s=9.0\times10^{-10}$ cm²/s. With $\Omega\approx0.015$ nm³, $B\approx5\times10^{-32}$ m⁴/s and $R^4/B\approx130$ s. The largest $sR^4/B$ is 0.889 with stress and 0.25 without, so the $e$-folding time of the fastest axisymmetric ripple drops from about 9 to 2.5 minutes at the same $R$, $T$, $\gamma$ and $D_s$. The times are orders of magnitude, since the activation energy is uncertain. Their ratio, 3.6, does not depend on $D_s$.

For this wire it is not the fastest ripple of all. A sideways ripple $\eta\propto\cos\theta\cos kz$ shifts each cross-section without changing its shape, so at long wavelength it costs almost no surface energy. The axial force then acts off centre and bends the rod, which changes the axial stress at the surface by $-4\sigma_0\eta/R$ and gives $W_1=-4\sigma_0^2\eta/(ER)$. With $\nabla_s^2\to-1/R^2$, the rate is $sR^4/B\approx4\Lambda/(1+\nu)=1.5$, above 0.889. This estimate needs $4\sigma_0/E\ll X^2\ll1$, and here $4\sigma_0/E=0.03$, so the window is narrow. Tension straightens the rod and reduces the bending by the beam factor $X^2/(X^2+4\sigma_0/E)$; the capillary cost is $X^2$ and $\nabla_s^2\to-(1+X^2)/R^2$. Then $sR^4/B\approx(1+X^2)\,[\,1.5\,X^2/(X^2+0.03)-X^2\,]$, which peaks at about 1.4 near $X=0.6$, still above 0.889. This wire should therefore distort sideways faster than it forms beads. The order depends on $\Lambda$: at the same strain and $\Lambda\le0.2$ the axisymmetric ripple is the faster one.

**Q.** All this rests on one linearised elastic solution. Is there an independent calculation?

**A.** Yes. The elastic energy was minimised numerically in a rod whose surface really has a ripple of amplitude $0.004R$, without Bessel functions or linearised surface conditions. The full evolution equation then gave the rate. For the example's $\Lambda$ and $\nu$ at $X=1.2$, $sR^4/B$ is 0.7380, against 0.7379 from the formula. Without stress the same calculation gives $-0.6335$: this ripple decays by capillarity alone and grows under stress. The numerical output lists further comparisons.

**Q.** A real wire at 1500 K would yield or facet long before that.

**A.** Many would. The resolved shear stress is at most 1.5 GPa, while a dislocation source as wide as the wire needs only about $\mu b/2R\approx0.4$ GPa, with Burgers vector $b\approx0.28$ nm. The example therefore requires a dislocation-free crystal; 3 GPa at this temperature is far from typical for ordinary wire. In a perfect crystal, a line-energy estimate for a surface half-loop with this Burgers vector gives a barrier of a hundred to several hundred eV, depending on the core radius and the image correction assumed, so thermal nucleation of such loops is negligible. The estimate does not cover partial dislocations or twins, whose shorter Burgers vectors can lower the barrier greatly. Faceting is the other serious matter. If the surface stiffness against axial bending is $1.3\gamma$, the $X^2$ in the bracket becomes $1.3X^2$. The cutoff is then 1.23 instead of 1.43, and 0.88 without stress. Stress still widens the band, but the reference value is no longer 1. On a true facet, where the surface energy has a cusp, this linear analysis fails. A modulus 20 % lower at the same stress raises $X_c$ to 1.54. A surface stress of size $\gamma$ would add a pressure $\gamma/R=0.06$ GPa, 2 % of $\sigma_0$. It shifts $X_c$ by about this fraction, up in tension and down in compression, so in a real wire the sign of $\sigma_0$ matters slightly.

**Q.** Does it apply to a heteroepitaxial wire, where misfit supplies the stress?

**A.** Only where the axial stress is uniform over the cross-section and over many wavelengths. Misfit at a single joint across the wire does not do this: the stress there carries no net force and dies out within a length of order $R$. A core–shell wire has long-range stress, but with different values in core and shell and with radial components, so $F$ must be recomputed. Under compression the formula is unchanged, but a clamped wire must also escape buckling. The Euler stress $\pi^2ER^2/L^2$ equals 3 GPa at $L=\pi R\sqrt{E/\sigma_0}\approx1.8$ µm, room for about six of the fastest-growing axisymmetric waves. A shorter wire is still not safe for beading: compression amplifies the sideways ripple, whose beam factor becomes $X^2/(X^2-4|\sigma_0|/E)$ and diverges at the buckling wavelength.

## Values computed for the example and the checks

```
TESTS (largest deviations)
F from surface energy density, relative: 2.2e-04
F from total elastic energy, relative: 1.3e-04
area bracket X^2-1, absolute: 2.8e-04
growth rate, scaled by X^2(1+X^2): 9.2e-05
INPUTS (rough, rhenium nanowire)
R = 50 nm, sigma0 = 3.0 GPa, T = 1500 K
E = 400 GPa, nu = 0.3, gamma = 3.0 J/m2
atomic volume = 0.0147 nm3
D0 = 1e-03 cm2/s, E_surf = 1.8 eV
RESULTS
mu = 153.8 GPa, axial strain = 0.75 %
Lam = 0.4875, sqrt(1+Lam) = 1.2196
rho(1) = 2.2402, F(1) = 1.8224
F(0) limit = 1.5385, F(X_c) = 2.1366
weak-stress estimate of X_c = 1.4442
cutoff X_c = 1.4288
cutoff wavelength: 219.9 nm
cutoff wavelength, no stress: 314.2 nm
fastest X = 1.0095, no stress 0.7071
fastest wavelength: 311.2 nm
fastest wavelength, no stress: 444.3 nm
largest s R^4/B = 0.8887, no stress 0.2500
kT = 0.1293 eV, D_s = 8.96e-10 cm2/s
B = 4.67e-32 m4/s, R^4/B = 134 s
e-folding time: 150 s
e-folding time, no stress: 535 s
X = 1.2: s R^4/B formula 0.7379
X = 1.2: s R^4/B direct 0.7380
X = 1.2, no stress: direct -0.6335
CUTOFF TABLE, nu = 0.3: Lam, X_c, X_fastest, s_max R^4/B
0.1  1.0899  0.7705  0.3424
0.5  1.4398  1.0172  0.9122
1.0  1.9018  1.3446  2.2732
2.0  3.0537  2.2206  10.2570
5.0  7.1870  5.3994  284.7194
NEGLECTED EFFECTS
surface stress (taken as gamma)/R: 0.060 GPa
  relative to sigma0: 2.0 %
X_c with E times 0.8: 1.5368
X_c with axial stiffness 1.3 gamma: 1.2287
X_c, same stiffness, no stress: 0.8771
resolved shear stress at most: 1.50 GPa
Burgers vector: 0.276 nm
half-loop barrier: 450 eV
half-loop critical radius: 13.6 nm
stress to run a source of size 2R: 0.42 GPa
sublimation energy 8.0 eV, attempts 1e+13 1/s
evaporated depth in one e-folding: 4.9e-13 nm
buckling length if compressed: 1814 nm
```
